\section*{Percolation threshold of aligned spheroids in Bruggeman's model with fixed depolarisation factors, part 2}

A film is a mixture of conducting and insulating grains with conductivities $\sigma_c>\sigma_d>0$ and volume fractions $f$ and $1-f$. All grains are aligned spheroids with semi-axes $a,a,c$ and the symmetry axis along $z$. We seek the conductivity $\sigma$ of the mixture along each axis, and the percolation threshold $f_c$: the value of $f$ at which $\sigma/\sigma_c$ changes from zero to a positive number in the limit $\sigma_d/\sigma_c\to0$.

Permittivities $\varepsilon$ are relative, with $\mathbf D=\varepsilon\mathbf E$. The same equations hold for steady currents with $\varepsilon$ replaced by $\sigma$.

In a medium with permittivities $\varepsilon_j$ along the axes, an ellipsoid with semi-axes $a_j$ and uniform extra polarisation $\mathbf P$ has the inner field
\begin{equation}
E_i=-\frac{N_iP_i}{\varepsilon_i},\qquad
N_i=\left\langle\frac{\varepsilon_i\,u_i^2/a_i^2}{\sum_j\varepsilon_j\,u_j^2/a_j^2}\right\rangle,
\qquad \sum_iN_i=1,
\label{N}
\end{equation}
where the brackets denote the mean over directions of the unit vector $\mathbf u$. In an isotropic medium $N_i$ becomes the geometric depolarisation factor $L_i$. For a spheroid with $s=c/a$,
\begin{equation}
L_z(s)=\int_0^1\frac{t^2\,dt}{t^2+s^2(1-t^2)},\qquad L_x=L_y=\frac{1-L_z}{2}.
\label{Lint}
\end{equation}

Bruggeman's model embeds each grain in the effective medium, treated as isotropic with the value $\varepsilon$ of the axis considered. Write $L$ for the factor of that axis, $E_0$ for the applied field and $E_k$ for the field in a grain of phase $k$. Then
\begin{equation}
E_k=E_0-\frac L\varepsilon(\varepsilon_k-\varepsilon)E_k
\quad\Longrightarrow\quad
E_k=\frac{\varepsilon\,E_0}{\varepsilon+L(\varepsilon_k-\varepsilon)} .
\label{grain}
\end{equation}
The model is closed by requiring zero mean extra polarisation, with $f_c$ in the following sum meaning the weight $f$ of the conductor, not the threshold, and $f_d=1-f$:
\begin{equation}
\sum_{k=c,d}f_k\,\frac{\varepsilon_k-\varepsilon}{\varepsilon+L(\varepsilon_k-\varepsilon)}=0 .
\label{balance}
\end{equation}
It follows that $\langle E\rangle=E_0$ and $\langle D\rangle=\varepsilon\langle E\rangle$, where these brackets denote the average over the grains.

\subsection{The threshold}

Multiply the balance for conductivities by its two denominators, $(1-L)\sigma+L\sigma_c$ and $(1-L)\sigma+L\sigma_d$:
\begin{equation}
\begin{aligned}
0={}&f(\sigma_c-\sigma)\left[(1-L)\sigma+L\sigma_d\right]\\
&+(1-f)(\sigma_d-\sigma)\left[(1-L)\sigma+L\sigma_c\right].
\end{aligned}
\end{equation}
The coefficient of $\sigma^2$ is $-(1-L)$, and the constant term is $L\sigma_c\sigma_d$. In the linear term, $\sigma_c$ is multiplied by $f(1-L)-(1-f)L=f-L$, and $\sigma_d$ by $(1-f)(1-L)-fL=1-f-L$. After a change of overall sign,
\begin{equation}
(1-L)\sigma^2-B\sigma-L\sigma_c\sigma_d=0,\qquad B=(f-L)\sigma_c+(1-f-L)\sigma_d .
\label{quad}
\end{equation}
The product of the roots is $-L\sigma_c\sigma_d/(1-L)<0$. One root is positive and one is negative, and a passive mixture needs the positive one:
\begin{equation}
\sigma=\frac{B+\sqrt{B^2+4L(1-L)\sigma_c\sigma_d}}{2(1-L)} .
\label{root}
\end{equation}
Now let $\sigma_d/\sigma_c\to0$. Then $B\to(f-L)\sigma_c$, and the square root tends to $|f-L|\sigma_c$. Consequently
\begin{equation}
\boxed{\;\frac{\sigma}{\sigma_c}\to\frac{f-L+|f-L|}{2(1-L)}=
\begin{cases}0,& f\le L,\\[2pt] \dfrac{f-L}{1-L},& f>L.\end{cases}\;}
\label{law}
\end{equation}
The threshold along the axis is $f_c=L$. The conductivity rises linearly from it and reaches $\sigma_c$ at $f=1$.

A small but finite $\sigma_d$ shows how the transition is approached. Below threshold $B$ is negative. Multiplying the numerator and denominator of (\ref{root}) by $\sqrt{B^2+4L(1-L)\sigma_c\sigma_d}-B$ gives
\begin{equation}
\sigma=\frac{2L\sigma_c\sigma_d}{\sqrt{B^2+4L(1-L)\sigma_c\sigma_d}-B}\simeq\frac{L\,\sigma_d}{L-f}\qquad(f<L).
\label{below}
\end{equation}
The denominator tends to $2(L-f)\sigma_c$, which explains the last step. The same formula with permittivities describes perfectly conducting grains in a dielectric, $\varepsilon\simeq L\varepsilon_d/(L-f)$. The static permittivity diverges as the threshold is approached from below.

At $f=L$, $B$ is of order $\sigma_d$ and drops out to leading order, which leaves $\sigma\simeq\sqrt{L\sigma_c\sigma_d/(1-L)}$. The change from one regime to the other occurs where $|B|$ equals the square root of the other term under the radical:
\begin{equation}
|f-L|\simeq2\sqrt{L(1-L)\,|\sigma_d/\sigma_c|}.
\label{width}
\end{equation}
This estimate also serves for complex permittivities. It shows that an optical measurement, with its modest contrast, sees a broad range of $f$ in place of a sharp threshold. For a metal with real negative $\varepsilon_c$ the radical vanishes at the two ends of this range and $\varepsilon$ is complex between them, so the range is a band of absorption whose edges are rounded only by the loss in the metal.

\section{Derivation from the growth of resistivity, and comparison}

\subsection{Symbols and results carried over}

The conductor has volume fraction $f$ and conductivity $\sigma_c=1/\rho_c$. The insulator has conductivity $\sigma_d$. All grains are aligned spheroids with semi-axes $a,a,c$. Along one axis the geometric depolarisation factor is $L$, and a grain of conductivity $\sigma_k$ in an isotropic medium of conductivity $\sigma$ has the inner field $E_k=\sigma E_0/[\sigma+L(\sigma_k-\sigma)]$. The balance of extra polarisation gave the quadratic (\ref{quad}) and the threshold $f_c=L$. For $c/a=3$ the factors are $L_z=0.1087$ and $L_x=0.4456$. In a medium with different values along the axes, $L_i$ is replaced by the $N_i$ of (\ref{N}), and $\sum_iN_i=1$ still holds.

\subsection{A recursion for the resistivity}

Set $\sigma_d=0$ from the start. Guess a positive conductivity $\sigma$ for the medium, place the grains in it, and compute an improved value as the ratio of mean current to mean field. A correct value reproduces itself. The fields in the two kinds of grain are
\begin{equation}
\frac{E_c}{E_0}=\frac{\sigma}{(1-L)\sigma+L\sigma_c},\qquad \frac{E_d}{E_0}=\frac1{1-L},
\end{equation}
and only the conducting grains carry current. With $D=(1-L)\sigma+L\sigma_c$ the new value is
\begin{equation}
\sigma'=\frac{f\sigma_c\,\sigma/D}{f\sigma/D+(1-f)/(1-L)}
=\frac{f(1-L)\sigma_c\,\sigma}{f(1-L)\sigma+(1-f)D}.
\end{equation}
The second form follows from multiplying numerator and denominator by $(1-L)D$. Its denominator simplifies, because the two terms in $(1-L)\sigma$ carry the weights $f$ and $1-f$, which add up to one. It equals $(1-L)\sigma+(1-f)L\sigma_c$. Taking the reciprocal of $\sigma'$ gives a linear rule for the resistivity:
\begin{equation}
\rho'=\frac{\rho_c}{f}+\kappa\rho,\qquad \kappa=\frac{(1-f)L}{f(1-L)} .
\label{recursion}
\end{equation}
Starting from $\rho_0$, $n$ repetitions give
\begin{equation}
\rho_n=\kappa^n\rho_0+\frac{\rho_c}{f}\left(1+\kappa+\dots+\kappa^{n-1}\right).
\end{equation}
The geometric series converges if $\kappa<1$. This condition reads $(1-f)L<f(1-L)$. The product $fL$ cancels from both sides and leaves $L<f$. The resistivity then settles at
\begin{equation}
\rho=\frac{\rho_c}{f(1-\kappa)}=\frac{(1-L)\rho_c}{f(1-L)-(1-f)L}=\frac{1-L}{f-L}\,\rho_c ,
\end{equation}
which is the reciprocal of (\ref{law}). If $f<L$, then $\kappa>1$ and the resistivity grows without limit. If $f=L$, then $\kappa=1$ and it grows by $\rho_c/f$ at each step. In both cases the conductivity tends to zero. The threshold is again $f_c=L$.

The factor $\kappa$ has a direct meaning. In a medium that hardly conducts, a conducting grain draws a current density $1/L$ times the applied one, since $\sigma_cE_c\to\sigma E_0/L$. An insulating grain raises its own field by $1/(1-L)$. The conductivity grows under repetition if the first effect, weighted by $f$, exceeds the second, weighted by $1-f$:
\begin{equation}
\frac fL>\frac{1-f}{1-L}\quad\Longleftrightarrow\quad f>L .
\end{equation}
For $f=0.25$ and $c/a=3$, the value along $z$ is $\kappa=(0.75\times0.1087)/(0.25\times0.8913)=0.366$. The resistivity converges to $4\rho_c/(1-0.366)=6.3\rho_c$. Along $x$, $\kappa=2.41$ and it diverges.

\subsection{What each derivation assumes}

Both derivations use the same closure. A value that reproduces itself obeys $\langle J\rangle=\sigma\langle E\rangle$, which is the condition of zero mean extra polarisation. Both take linear conduction, fields that vary slowly over a grain, an infinite sample, and the fixed factor $L$.

They differ in how they reach the insulating limit and in how they select the solution. The first keeps $\sigma_d>0$ and lets it vanish at the end. It needs the sign of the roots, and it also gives the rounding of the transition and the permittivity below it. The second has $\sigma_d=0$ throughout. Then $\sigma=0$ also satisfies the recursion, and the choice is made by convergence from a positive starting value. The repetitions are a way of solving the equation and do not represent a process in time.

The second argument shows at once what equal shapes contribute. If the conducting and insulating grains have factors $L_c$ and $L_d$, growth requires $f/L_c>(1-f)/(1-L_d)$, and the threshold becomes $L_c/(1-L_d+L_c)$. Conducting grains with $c/a=3$ among insulating spheres give $0.1087/(0.6667+0.1087)=0.14$ along $z$, in place of $0.11$.

\subsection{The shared assumption that changes the answer}

Both derivations treat the medium as isotropic while calculating one axis, yet they return different conductivities for different axes. Keeping this anisotropy means using $N_i$. For a spheroid, (\ref{N}) gives the integral (\ref{Lint}) with a changed aspect ratio:
\begin{equation}
N_z=L_z(s),\qquad s=\frac ca\sqrt{\frac{\sigma_x}{\sigma_z}},\qquad N_x=\frac{1-N_z}{2}.
\label{seff}
\end{equation}
Equations (\ref{quad}) to (\ref{below}) hold along each axis with $L$ replaced by $N_i$, but the two axes are now coupled.

The coupled equations have one solution for positive conductivities. Each term $g_k=(\sigma_k-\sigma)/[\sigma+N(\sigma_k-\sigma)]$ of the balance has the derivatives
\begin{equation}
\frac{\partial g_k}{\partial N}=-g_k^2,\qquad
\frac{\partial g_k}{\partial\sigma}=-\frac{\sigma_k}{[\sigma+N(\sigma_k-\sigma)]^2},
\end{equation}
so the mixed conductivity falls as $N$ rises. Increase a trial value of $s$. Then $N_z$ falls and $N_x$ rises, so $\sigma_z$ rises and $\sigma_x$ falls. The difference $\ln(c/a)+\tfrac12\ln(\sigma_x/\sigma_z)-\ln s$ decreases steadily. It runs from positive to negative values, because $\sigma_x/\sigma_z$ is bounded, and hence it vanishes once.

Let $\sigma_d/\sigma_c\to0$. All ratios are bounded, so some sequence of contrasts has limits $\sigma_i/\sigma_c\to S_i$ and $N_i\to n_i$. By (\ref{law}), $S_i$ is the larger of $0$ and $(f-n_i)/(1-n_i)$. If $n_i=1$, the first form in (\ref{below}) gives $S_i=0$.

One axis cannot conduct alone. If $S_z>0$ and $S_x=0$, then $s\to0$ and $N_z\to1$, which would make $S_z=0$. If $S_x>0$ and $S_z=0$, then $s\to\infty$ and $N_z\to0$, which would make $S_z=f>0$. If all axes conduct, $f>n_i$ for each, and the sum over three axes gives $3f>1$. If none conducts, $f\le n_i$ for each, and $3f\le1$. Every such sequence gives the same verdict, so
\begin{equation}
f_c=\tfrac13\quad\text{for every axis and every finite aspect ratio.}
\end{equation}
The claim $f_c=L_i$ thus belongs to the model with fixed geometric factors.

Just above $1/3$, the conditions $n_i<f$ and $\sum n_i=1$ force every $n_i$ towards $1/3$. The scaled grain becomes a sphere, $s\to1$, and (\ref{seff}) gives $\sigma_z/\sigma_x\to c^2/a^2$. Summing $(\sigma_i/\sigma_c)(1-N_i)=f-N_i$ over the axes gives $\tfrac23\sum_i\sigma_i/\sigma_c\simeq3f-1$, so to leading order
\begin{equation}
\frac{\sigma_i}{\sigma_c}\simeq\frac92\left(f-\frac13\right)\frac{a_i^2}{\sum_ja_j^2}.
\label{near}
\end{equation}

A common threshold has a simple reason when the film's structure can be obtained by stretching an isotropic mixture of spheres. Isotropy gives the original mixture one threshold for all directions, and a finite stretch neither makes nor breaks a connection. For such an infinite sample, different thresholds along different axes are an artefact of fixed $L_i$. The argument does not fix the value, and $1/3$ remains a mean-field result. Fixed factors are justified when the medium is nearly isotropic, as at low contrast or, for a given finite contrast, at small $f$.

\subsection{Silver grains in a silica film}

Take columnar silver grains 20 nm wide and 60 nm tall in silica, in a film 300 nm thick at 300 K. Rough typical inputs are a plasma energy of 9 eV, a bulk damping energy of 0.02 eV, and a silica leakage of $10^{-12}$ S/m. A free-electron gas with this plasma energy has Fermi velocity $v_F=1.39\times10^6$ m/s. Scattering at the grain surface is taken to add $\hbar v_F/a=0.092$ eV with $a=10$ nm, a rough rule, so the damping is $\hbar\gamma=0.112$ eV. The grain conductivity is then $\sigma_c=\varepsilon_0\omega_p^2/\gamma=9.76\times10^6$ S/m. If instead every collision with the wall randomises the electron's direction, the collision rate for this grain shape adds only about 0.05 eV along $z$ and 0.06 eV along $x$, which is the extra damping at optical frequencies. The steady conductivity follows instead from the mean distance back to the wall, about 12 nm for motion along $z$ and 8.5 nm along $x$, and $\sigma_c$ then changes by factors of about 1.2 and 0.9.

At $f=0.25$, fixed factors give $\sigma_z=9.76\times10^6\times(0.25-0.1087)/0.8913=1.55\times10^6$ S/m. Along $x$ the film is below threshold, and (\ref{below}) gives $10^{-12}\times0.4456/0.1956=2.3\times10^{-12}$ S/m. The table compares this model with the uniaxial medium, for which the coupled equations were solved by a bracketing root search in $\ln s$. All other inputs are held fixed, and values are in S/m.
\begin{center}
\begin{tabular}{ccccc}
 & \multicolumn{2}{c}{fixed factors} & \multicolumn{2}{c}{uniaxial medium}\\
$f$ & $\sigma_z$ & $\sigma_x$ & $\sigma_z$ & $\sigma_x$\\
0.25 & $1.5\times10^{6}$ & $2.3\times10^{-12}$ & $1.7\times10^{-11}$ & $3.1\times10^{-12}$\\
0.40 & $3.2\times10^{6}$ & $9.8\times10^{-12}$ & $1.9\times10^{6}$ & $4.1\times10^{5}$\\
0.50 & $4.3\times10^{6}$ & $9.6\times10^{5}$ & $3.8\times10^{6}$ & $1.5\times10^{6}$
\end{tabular}
\end{center}
At $f=0.25$ the two values of $\sigma_z$ differ by 17 orders of magnitude, because this fraction lies between the thresholds 0.11 and 0.33. At $f=0.05$, with perfectly conducting grains and a static silica permittivity of 3.9, fixed factors give $\varepsilon_z=3.9\times0.1087/0.0587=7.2$. The uniaxial medium gives 6.2.

At a photon energy of 0.5 eV, the Drude form $4-\omega_p^2/(\omega^2+i\gamma\omega)$, with time factor $e^{-i\omega t}$, gives $\varepsilon_c=-305+69i$. Silica is given $\varepsilon_d=2.1$, slightly above its value of about 2.05 at this energy. The quadratic now has complex roots. Rotate the complex plane so that $\varepsilon_c$ and $\varepsilon_d$ have opposite arguments within the right half-plane. The product of the roots is then real and negative, so a root in the right half-plane has its partner in the left. Neither can lie on the imaginary axis: $\langle E\rangle=E_0$ gives $\sum_kf_k/(\varepsilon_k+Y)=L/\varepsilon$ with $Y=\varepsilon(1-L)/L$, and for imaginary $\varepsilon$ the left side would have a positive real part while the right side has none. The physical root starts at $\varepsilon_d$ for $f=0$ and so stays in the right half-plane.

At $f=0.25$ this root is $\varepsilon_z=-45+11i$ and $\varepsilon_x=4.9+0.04i$. In the uniaxial medium, repeated updating of $\langle D\rangle/\langle E\rangle$ for both axes converges to $\varepsilon_z=21+44i$ and $\varepsilon_x=6.3+2.7i$. The choice of medium changes the sign of $\mathrm{Re}\,\varepsilon_z$. The half-width (\ref{width}) is 0.05 in $f$ along $z$ and 0.08 along $x$.

These inputs describe a silver--silica composite only roughly, and dense silica can leak far less than assumed, which lowers the below-threshold conductivities in proportion. Real grains vary in shape: $L_z$ is 0.17 for $c/a=2$ and 0.08 for $c/a=4$. The film is also only five grains thick. If columns of cells, each $20\times20\times60$ nm$^3$, are filled independently at $f=0.25$, a fraction $0.25^5\approx10^{-3}$ of them conducts straight through. With perfect contacts these straight paths alone give about $10^4$ S/m along $z$, far above the insulating result of the uniaxial medium. Sideways contacts between filled cells open further paths, so this value is a lower bound for such a film. Tunnelling matters too. For a rough estimate, let every electron channel meet a flat gap at normal incidence, with the free-electron mass in the barrier. Multiplying $2e^2/h$ by the number of channels per area, $k_F^2/4\pi$, and by the decay factor for a 3.5 eV barrier then gives the conductance per area of one gap, about $4\times10^6$ S/m$^2$ for a width of 1 nm. A chain of grains has one such gap every 61 nm, and multiplying by this period gives a conductivity of about 0.3 S/m. This number is very uncertain. An electron mass in the barrier of half the free value, which is closer to what is usually taken for silica, raises the decay factor about 270 times. Oblique incidence and the curved tips of the grains act the other way: the tips face each other over an effective area of only about 0.5 nm$^2$ in a cell of 400 nm$^2$, which brings the chain down to about $10^{-4}$ S/m, or $2\times10^{-2}$ S/m with the halved mass. Both values still lie far above the leakage. Both near threshold and below it, finite thickness and small gaps therefore need to be modelled before a measured conductivity is assigned to either form of the model.
